# Which power of pi belongs in Ziman's specularity exponent?

**Question**

I am estimating how edge roughness left by lithography affects phonon transport in an etched silicon wire at 2 K. For the specular fraction at normal incidence I have Ziman's formula in the form

$$p=\exp\left(-\frac{16\pi^3 s^2}{L^2}\right),$$

where $s$ is the rms roughness and $L$ the phonon wavelength. When I average the phase myself I get a different power of $\pi$. Have I lost a factor, or is the formula wrong? Could a different height distribution or definition of roughness explain it? And does it matter for a wire with $3\sigma=6$ nm edge roughness?

**Answer**

You have not lost a factor. For Gaussian heights of rms value $s$, the phase average gives

$$p=e^{-g},\qquad g=\frac{16\pi^2s^2}{L^2}.$$

For your wire at 2 K, taking a typical thermal wavelength of about 50 nm at normal incidence, the extra $\pi$ lowers $p$ from 0.78 to 0.45.

**The phase of the reflected wave**

Let the solid occupy $z>h(x)$, where $h$ is the wall height, with zero mean and $\langle h^2\rangle=s^2$. Here $s$ belongs to one edge. Put $k=2\pi/L$, with $L$ measured in the solid, and send in the wave $e^{-ikz}$.

If the slopes are small and $h$ varies slowly over a wavelength, each piece of wall reflects like a flat one at its own height. Let the local reflected wave be $Re^{ikz}$. At a stress-free wall the normal derivative of the total field vanishes:

$$-ik\,e^{-ikh}+ikR\,e^{ikh}=0
\quad\Longrightarrow\quad R=e^{-2ikh}.$$

The phase has magnitude $2kh=4\pi h/L$, because the wave covers the extra distance $h$ twice.

The specular beam is the part of the reflected field that is uniform along the wall, so its amplitude is the average of $R$ over the wall. For a wall much longer than the correlation length, this becomes the average over heights:

$$\langle R\rangle=\frac{1}{s\sqrt{2\pi}}\int_{-\infty}^{\infty}
e^{-h^2/(2s^2)}\,e^{-2ikh}\,dh .$$

Complete the square in the exponent:

$$-\frac{h^2}{2s^2}-2ikh=-\frac{(h+2iks^2)^2}{2s^2}-2k^2s^2 .$$

The shifted Gaussian still integrates to $s\sqrt{2\pi}$, since the integrand is analytic and vanishes at the distant ends of the strip between the two contours. This cancels the prefactor, including its $\sqrt\pi$. Hence

$$\langle R\rangle=e^{-2k^2s^2}=e^{-8\pi^2s^2/L^2}.$$

Specularity is a fraction of power, so the amplitude must be squared:

$$p=|\langle R\rangle|^2=e^{-4k^2s^2}=e^{-16\pi^2s^2/L^2}.$$

The 16 and the $\pi^2$ both come from $(4\pi)^2$. The $\tfrac12$ in the Gaussian average is cancelled by squaring the amplitude.

At an angle $\theta$ from the normal, the same boundary condition contains the normal wavenumber $k\cos\theta$, so $g$ is multiplied by $\cos^2\theta$. This should not be trusted near grazing incidence, where even a small scattering angle is comparable with the angle between the ray and the wall.

**Could the heights or the definition of roughness supply the third pi?**

For any zero-mean distribution with finite variance, expand at small $s/L$:

$$\langle e^{-2ikh}\rangle\simeq1-2k^2s^2,
\qquad p\simeq1-4k^2s^2=1-\frac{16\pi^2s^2}{L^2}.$$

The leading loss therefore depends on the variance but not on the shape of the distribution. Direct integration at $s/L=0.002$ gives $(1-p)L^2/s^2=157.87$ for uniform heights and $157.84$ for Laplace heights. The two candidates are $16\pi^2=157.91$ and $16\pi^3=496.1$.

A different measure of roughness can bring in a third $\pi$, but it may also change the number in front. The mean absolute height of a Gaussian wall is

$$a=\frac{2}{s\sqrt{2\pi}}\int_0^\infty h\,e^{-h^2/(2s^2)}dh
=\frac{2s^2}{s\sqrt{2\pi}}=s\sqrt{\frac{2}{\pi}} .$$

Thus $s^2=\pi a^2/2$ and $g=8\pi^3a^2/L^2$. The coefficient is then 8, and the length is no longer the rms roughness.

Check the metrology convention too. Entering $3\sigma$ in place of $s$ multiplies the exponent by 9. Entering the rms variation of the line width doubles it if the two edges are uncorrelated and equally rough, because their variances add.

**A derivation without the phase average**

The wave equation gives the same coefficient by another route. For a nearly flat wall the unperturbed field is $\psi_0=2\cos kz$. Add scattered waves $\sum_n R_n e^{iq_nx+ik_nz}$ with $k_n=\sqrt{k^2-q_n^2}$, and write $h=\sum_n h_ne^{iq_nx}$.

The stress-free condition is $\partial_z\psi-h'\partial_x\psi=0$ at $z=h$. To first order in $h$, the flat-wall field contributes $-2k\sin kh\simeq-2k^2h$. Its $x$ derivative is zero, and $h'$ times the scattered field is of second order. Therefore

$$ik_nR_n=2k^2h_n .$$

The power carried away from the wall by order $n$, relative to the incident power, is $|R_n|^2k_n/k$. The total diffuse power is

$$1-p\simeq\sum_{|q_n|<k}\frac{4k^3|h_n|^2}{k_n}.$$

If the wall is smooth on the scale of $L$, the important orders have $k_n\simeq k$. The sum becomes $4k^2\sum_n|h_n|^2=4k^2s^2$, which is again $16\pi^2s^2/L^2$.

The formula also shows when the simple exponent fails. Take the height correlation $s^2e^{-x^2/\xi^2}$, whose spectrum is $W(q)=\sqrt\pi\,s^2\xi\,e^{-q^2\xi^2/4}$. Replace the sum of $|h_n|^2$ by $\int W\,dq/2\pi$ and set $q=k\sin\alpha$, so that $dq/\sqrt{k^2-q^2}=d\alpha$. Dividing by $4k^2s^2$ gives

$$C=\frac{1-p}{4k^2s^2}=\frac{k\xi}{2\sqrt\pi}
\int_{-\pi/2}^{\pi/2}e^{-(k\xi\sin\alpha)^2/4}\,d\alpha .$$

For $k\xi\gg1$ only small $\alpha$ contributes. The integral tends to $2\sqrt\pi/(k\xi)$, and $C\to1$. For $k\xi\ll1$ the integral tends to $\pi$, so $C\to\sqrt\pi\,k\xi/2$: the wall scatters less than the phase average predicts. This second limit still requires small slopes, hence $s\ll\xi$.

The full boundary problem was also solved numerically for 400 random walls with $s/L=0.05$ and $\xi/L=2$. The mean specular amplitude gave $p=0.686$ with a standard error of 0.007. The $\pi^2$ formula gives 0.674 and the $\pi^3$ formula 0.289. At $43.07^\circ$ the solution gave $0.800\pm0.004$, against 0.810 from the formula with $\cos^2\theta$. Both differences from the $\pi^2$ law are about two standard errors. With the sampling noise reduced, the values settle near 0.672 and 0.806. The gap at normal incidence is therefore mostly noise, while about 0.004 of the oblique gap is a real effect of the finite correlation length.

**Your wire**

I take a shear phonon that travels in the plane of a (001) wafer and is polarised vertically, so that its displacement is parallel to the wire's vertical sidewall and perpendicular to the wire's length. If the roughness does not vary vertically and the wall is tall compared with $L$, this is the scalar stress-free problem above. With rounded silicon values $C_{44}=80$ GPa and $\rho=2330$ kg/m³, the speed is

$$v=\sqrt{C_{44}/\rho}=5860\ \text{m/s}.$$

Choose the frequency at the peak of the Planck energy spectrum, $hf=2.8214\,k_BT$, where $h$ here is Planck's constant. At 2 K this gives $f=117.6$ GHz and $L=v/f=49.84$ nm. With $s=6/3=2$ nm,

$$g=157.914\left(\frac{2}{49.84}\right)^2=0.2543,
\qquad p=e^{-0.2543}=0.775 .$$

With the same $s$ and $L$, the $\pi^3$ version gives an exponent of 0.799 and $p=0.450$. Used in reverse, it would turn the correct $p$ into a roughness of 1.13 nm instead of 2 nm, too small by a factor $\sqrt\pi$.

To see what this can do to transport, suppose a specular bounce repeats the last displacement $d$ along the wire, while a diffuse bounce draws a fresh one from a symmetric distribution of finite variance. A run of $N$ equal flights has probability $(1-p)p^{N-1}$. Since $\sum_N Np^{N-1}=(1-p)^{-2}$,

$$\langle N\rangle=\frac{1}{1-p},\qquad
\langle N^2\rangle=(1-p)\frac{d}{dp}\left[\frac{p}{(1-p)^2}\right]
=\frac{1+p}{(1-p)^2}.$$

Each run contributes $\langle N^2\rangle\langle d^2\rangle$ to the variance of position and uses $\langle N\rangle$ flights on average. Relative to fully diffuse walls, the spreading rate is therefore multiplied by

$$F=\frac{\langle N^2\rangle}{\langle N\rangle}=\frac{1+p}{1-p}.$$

This factor is 7.9 for $p=0.775$ and 2.6 for $p=0.450$. For weak roughness $F\simeq2/g$, so an extra $\pi$ in $g$ lowers $F$ by a factor of nearly $\pi$; here the factor is 3.0. Treat $F$ as a measure of sensitivity, not as a prediction of your wire's conductance. It assumes one $p$ for all angles and complete loss of directional memory in a diffuse bounce. It also needs the finite variance assumed above: for straight flights between two parallel sidewalls with cosine-law diffuse emission, the variance of $d$ diverges logarithmically unless some other process limits the longest flights.

**How far a real wire departs from this**

An edge roughness of a few nanometres and a correlation length of tens of nanometres are rough but reasonable values for a patterned line; 2 K is a cryogenic case, far from ordinary device operation. Taking $\xi=25$ nm gives $k\xi=3.15$, which is not very large. The first-order result is $C=1.15$. First-order theory does not distinguish a correction to $1-p$ from one to the exponent, but at this roughness the exponent is the better place for it: $e^{-Cg}=0.747$. The full wave solution for these parameters gives $p=0.747\pm0.003$, instead of 0.775 from the phase average. Uniform or Laplace heights would change the phase-average value to 0.770 or 0.787.

The choice and spread of thermal wavelengths matter more. Let $x=hf/k_BT$ and weight the normal-incidence $p$ by the heat capacity of a three-dimensional solid with constant sound speed, $x^4e^x/(e^x-1)^2$. The average is 0.51 with $\pi^2$ and 0.23 with $\pi^3$. Compared with the Planck energy weight $x^3/(e^x-1)$, this weight has an extra factor $x/(1-e^{-x})$, which grows with $x$ and so favours shorter, less specular waves. The drop from 0.775 has two causes of similar size: with the $\pi^2$ formula, averaging over the Planck energy weight already gives $p=0.63$, and the change of weight then lowers it to 0.51. A single "dominant wavelength" is thus a poor substitute for the thermal average here, even with the right exponent.

Angle acts the other way: averaging the $\cos^2\theta$ formula over the incident in-plane flux gives $p=0.85$ at the chosen wavelength. This value of $p$ is somewhat too high: the wave equation for this wall gives about 0.82. The formula underestimates the diffuse scattering over the whole range of angles. The error at a given angle is largest near grazing incidence, but those angles carry little flux, and about 60% of the excess in the average comes from angles below $60^\circ$. Diffuse scattering also keeps some directional memory. In the wave solution at normal incidence, the rms sine of the diffuse angle is 0.49, against 0.58 for full randomisation in the plane. A conductance calculation therefore needs the angular distribution as well as $p$. For a width of 400 nm, about 16 half-waves fit across the wire, so a ray description is usable but approximate. All numbers here, including the thermal averages, use the one vertically polarised shear branch. The longitudinal and in-plane shear branches have other speeds, roughly 4700 to 9100 m/s depending on direction in the wafer plane, and they convert into each other at the sidewall, so the scalar problem does not describe them. These branches, the top and bottom faces, sidewall damage and oxide are left out, and I have not estimated their effect.

At 20 K, with the roughness and sound speed unchanged, $L$ falls to 4.98 nm. The two formulas then give $p\approx9\times10^{-12}$ and $2\times10^{-35}$. Either value means essentially no specular reflection at normal incidence for that wavelength, so the choice between them has no practical effect there. It matters when $s/L$ is small enough for an appreciable part of the wave to remain specular, as in your wire at 2 K. The remaining digits are in the numerical output below.

## Values computed for the example and the checks

```
16 pi^2: 157.914 [1]
16 pi^3: 496.1 [1]
small-s coefficient, uniform heights: 157.874 [1]
small-s coefficient, Laplace heights: 157.839 [1]
Wave test: s/L = 0.05, xi/L = 2, 400 walls
p from wave equation, normal: 0.6858 [1]
its standard error: 0.0066 [1]
p from pi^2 formula: 0.6738 [1]
p from pi^3 formula: 0.2893 [1]
oblique angle: 43.07 [degree]
p from wave equation, oblique: 0.8004 [1]
its standard error: 0.0044 [1]
p from pi^2 formula, oblique: 0.81 [1]
flat wall: full loss / first-order loss: 1 [1]
Silicon wire example
temperature: 2 [K]
C44: 80 [GPa]
mass density: 2330 [kg/m^3]
wire width: 400 [nm]
edge roughness, 3 sigma: 6 [nm]
rms roughness s: 2 [nm]
correlation length xi: 25 [nm]
shear speed: 5860 [m/s]
Planck peak h f/(k_B T): 2.8214 [1]
frequency: 117.6 [GHz]
wavelength L: 49.84 [nm]
exponent g with pi^2: 0.2543 [1]
exponent g with pi^3: 0.799 [1]
specularity p with pi^2: 0.7754 [1]
specularity p with pi^3: 0.4498 [1]
transport factor with pi^2: 7.906 [1]
random walk at that p: 7.926 [1]
transport factor with pi^3: 2.635 [1]
random walk at that p: 2.629 [1]
ratio of transport factors: 3.001 [1]
s inferred from correct p with pi^3: 1.128 [nm]
Neglected effects in the example
k xi: 3.152 [1]
p from wave equation: 0.7465 [1]
its standard error: 0.0025 [1]
wave exponent / g: 1.15 [1]
first-order prediction of that ratio: 1.149 [1]
largest energy imbalance, all ensembles: 0.0011 [1]
rms sine of diffuse angle, wave: 0.492 [1]
rms sine if fully randomised: 0.577 [1]
p for uniform heights: 0.7702 [1]
p for Laplace heights: 0.7871 [1]
flux-averaged p over in-plane angles: 0.8465 [1]
heat-capacity-averaged p, pi^2: 0.5149 [1]
heat-capacity-averaged p, pi^3: 0.2314 [1]
half-waves across width, 2 width/L: 16.1 [1]
wavelength at 20 K: 4.98 [nm]
p at 20 K with pi^2: 9e-12 [1]
p at 20 K with pi^3: 2e-35 [1]
```
